# Node and fixed-node energy of the helium 1s2s triplet state: a numerical check

```python
"""
Result under test: the lowest triplet S state of
  H = -(lap1 + lap2)/2 - 2/r1 - 2/r2 + strength/r12      (hartree atomic units)
vanishes where the two electron-nucleus distances r1 and r2 are equal, has no
other node, and its energy equals the lowest energy in the pocket r1 > r2 with
zero boundary values, which is what fixed-node diffusion Monte Carlo samples.
Symbols: r1, r2 distances from the nucleus, u = r12 the electron separation,
strength the factor on the electron repulsion (1 for helium).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import solve_triangular
from scipy.spatial.transform import Rotation
from scipy.special import roots_laguerre, roots_legendre
from pyscf import gto

rng = np.random.default_rng(20)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def random_directions(count):
    vectors = rng.standard_normal((count, 3))
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


# ---- A half-turn about the bisector exchanges two vectors of equal length ----
for first, second in zip(random_directions(20), random_directions(20)):
    axis = (first + second) / np.linalg.norm(first + second)
    half_turn = Rotation.from_rotvec(np.pi * axis)
    assert np.allclose(half_turn.apply(first), second, atol=1e-10)
    assert np.allclose(half_turn.apply(second), first, atol=1e-10)

# ---- Configuration interaction in 3D orbitals, no S symmetry imposed ----
shells = [[0, [0.02 * 2.5**n, 1.0]] for n in range(11)]
shells += [[1, [0.05 * 3.0**n, 1.0]] for n in range(4)]
shells += [[2, [0.15 * 4.0**n, 1.0]] for n in range(2)]
atom = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
overlap_values, overlap_vectors = np.linalg.eigh(atom.intor("int1e_ovlp"))
to_orthonormal = (overlap_vectors / np.sqrt(overlap_values)) @ overlap_vectors.T
core = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
core = to_orthonormal.T @ core @ to_orthonormal
repulsion = atom.intor("int2e")
for _ in range(4):  # transform one index, then rotate the index order
    repulsion = np.tensordot(repulsion, to_orthonormal, axes=(0, 0))
n_orb = len(core)
I, J = np.triu_indices(n_orb, 1)
delta = np.eye(n_orb)
one_body = (core[np.ix_(I, I)] * delta[np.ix_(J, J)]
            + core[np.ix_(J, J)] * delta[np.ix_(I, I)]
            - core[np.ix_(I, J)] * delta[np.ix_(J, I)]
            - core[np.ix_(J, I)] * delta[np.ix_(I, J)])
two_body = (repulsion[I[:, None], I, J[:, None], J]
            - repulsion[I[:, None], J, J[:, None], I])

radii = rng.uniform(0.5, 3.0, 200)[:, None]
points_1 = radii * random_directions(200)
points_2 = radii * random_directions(200)


def orbitals_at(points):
    return atom.eval_gto("GTOval_sph", points) @ to_orthonormal


def node_ratio(vector):
    """Largest |Psi| at equal radii over largest |Psi| with r2 halved."""
    pair = np.zeros((n_orb, n_orb))
    pair[I, J], pair[J, I] = vector, -vector
    left = orbitals_at(points_1) @ pair
    equal = np.abs(np.sum(left * orbitals_at(points_2), axis=1)).max()
    unequal = np.abs(np.sum(left * orbitals_at(points_2 / 2), axis=1)).max()
    return equal / unequal


print("CI in Gaussian orbitals: s, p, d shells =", 11, 4, 2)
print("ratio = max|Psi|(r1=r2) / max|Psi|(r2 halved)")
ci_energy = {}
for strength in (-1.0, 0.5, 1.0, 1.5):
    levels, vectors = np.linalg.eigh(one_body + strength * two_body)
    multiplicity = [int(np.sum(np.abs(levels - e) < 1e-7)) for e in levels[:60]]
    s_index, p_index = multiplicity.index(1), multiplicity.index(3)
    ratio_s = node_ratio(vectors[:, s_index])
    ratio_p = node_ratio(vectors[:, p_index])
    ci_energy[strength] = levels[s_index]
    print(f"strength {strength:4.1f}: E(3S) = {levels[s_index]:.4f} hartree,"
          f" ratio S {ratio_s:.0e}, P {ratio_p:.2f}")
    assert ratio_s < 1e-8
    assert ratio_p > 1e-2

# ---- Quadrature over the pocket r1 > r2 for functions of r1, r2, u ----
A_OUT, B_IN = 0.9, 2.0  # basis exponents, inverse bohr
xs, ws = roots_laguerre(40)
xt, wt = roots_laguerre(24)
xu, wu = roots_legendre(12)
gap_scale, inner_scale = 2 * A_OUT, 2 * (A_OUT + B_IN)
gap, inner, angle = [g.ravel() for g in np.meshgrid(
    xs / gap_scale, xt / inner_scale, xu, indexing="ij")]
weight = np.einsum("i,j,k->ijk", ws * np.exp(xs) / gap_scale,
                   wt * np.exp(xt) / inner_scale, wu).ravel()
r1, r2 = inner + gap, inner
u = gap + inner * (1 + angle)
weight = weight * inner * r1 * r2 * u
cos1 = (r1**2 + u**2 - r2**2) / (2 * r1 * u)
cos2 = (r2**2 + u**2 - r1**2) / (2 * r2 * u)


def products(x, y, order):
    """Values and x, y, u derivatives of x^i y^j u^k exp(-A x - B y)."""
    rows = []
    for i in range(order + 1):
        for j in range(order + 1 - i):
            for k in range(order + 1 - i - j):
                f = x**i * y**j * u**k * np.exp(-A_OUT * x - B_IN * y)
                rows.append([f, (i / x - A_OUT) * f, (j / y - B_IN) * f, k / u * f])
    return np.array(rows).transpose(1, 0, 2)


def antisymmetric_basis(order):
    return products(r1, r2, order) - products(r2, r1, order)[[0, 2, 1, 3]]


def pocket_basis(order):
    """Zero on r1 = r2, no exchange symmetry used."""
    f = products(r1, r2, order)
    result = (r1 - r2) * f
    result[1] += f[0]
    result[2] -= f[0]
    return result


def matrices(basis):
    for _ in range(2):  # second pass removes rounding left by the first
        triangle = np.linalg.qr((basis[0] * np.sqrt(weight)).T, mode="r")
        basis = np.array([solve_triangular(triangle, b, trans="T") for b in basis])
    f, f1, f2, fu = basis
    cross = (f1 * (weight * cos1) + f2 * (weight * cos2)) @ fu.T
    kinetic = 0.5 * ((f1 * weight) @ f1.T + (f2 * weight) @ f2.T
                     + 2 * (fu * weight) @ fu.T + cross + cross.T)
    attraction = -(f * (weight * (2 / r1 + 2 / r2))) @ f.T
    return kinetic + attraction, (f * (weight / u)) @ f.T, f


anti_h, anti_rep, anti_f = matrices(antisymmetric_basis(6))
pocket_h, pocket_rep, _ = matrices(pocket_basis(6))
print("Correlated bases, functions in each:", len(anti_h))
exact_energy = None
for strength in (-1.0, 0.0, 0.5, 1.0):
    anti_levels, anti_vectors = np.linalg.eigh(anti_h + strength * anti_rep)
    pocket_level = np.linalg.eigvalsh(pocket_h + strength * pocket_rep)[0]
    print(f"strength {strength:4.1f}: antisymmetric {anti_levels[0]:.5f},"
          f" pocket {pocket_level:.5f} hartree")
    assert abs(anti_levels[0] - pocket_level) < 1e-4  # finite-basis error
    if strength == 0.0:  # independent electrons: -Z^2/2 - Z^2/8
        assert abs(pocket_level + 2.5) < 5e-5
exact_energy, second_energy = anti_levels[:2]  # last strength is helium
smaller_h, smaller_rep, _ = matrices(antisymmetric_basis(5))
smaller_energy = np.linalg.eigvalsh(smaller_h + smaller_rep)[0]
assert abs(exact_energy - pocket_level) < 2e-5
assert -1e-8 < smaller_energy - exact_energy < 2e-5
assert abs(exact_energy + 2.1752) < 5e-5
assert -1e-6 < ci_energy[1.0] - exact_energy < 2e-3
print(f"Helium 1s2s triplet S, smaller basis: {smaller_energy:.6f} hartree")
print(f"Helium 1s2s triplet S, full basis: {exact_energy:.6f} hartree")
print(f"  the same in eV: {exact_energy * HARTREE_EV:.3f} eV")


def minority_sign(vector):
    """Share of the norm in r1 > r2 carried by the rarer sign."""
    psi = vector @ anti_f
    positive = np.sum(weight * psi**2 * (psi > 0)) / np.sum(weight * psi**2)
    return min(positive, 1 - positive)


share_first = minority_sign(anti_vectors[:, 0])
share_second = minority_sign(anti_vectors[:, 1])
assert share_first < 1e-5
assert share_second > 1e-2
print(f"1s3s triplet S in the same basis: {second_energy:.4f} hartree")
print(f"Minority-sign share in pocket, 1s2s: {share_first:.1e}")
print(f"Minority-sign share in pocket, 1s3s: {share_second:.3f}")


# ---- Hydrogenic 1s2s determinant as guide ----
def determinant(r):
    """Value and radial derivatives; r has shape (2, walkers)."""
    decay = np.exp(-r)
    s1, s2, slope2 = decay * decay, (1 - r) * decay, (r - 2) * decay
    value = s1[0] * s2[1] - s2[0] * s1[1]
    slopes = np.array([-2 * s1[0] * s2[1] - slope2[0] * s1[1],
                       s1[0] * slope2[1] + 2 * s2[0] * s1[1]])
    return value, slopes


def radii_of(position):
    return np.sqrt((position**2).sum(axis=1))


def local_energy(position):
    return -2.5 + 1 / np.sqrt(((position[0] - position[1])**2).sum(axis=0))


guide_on_grid = determinant(np.array([r1, r2]))[0]
assert np.all(guide_on_grid > 0)  # no node inside the pocket
guide_density = weight * guide_on_grid**2
guide_energy = -2.5 + np.sum(guide_density / u) / np.sum(guide_density)
assert abs(guide_energy - (-2.5 + 274 / 729)) < 1e-8  # direct minus exchange

# Local energy from the definition, by Cartesian finite differences
sample = np.array([[[1.2, 2.0], [-0.4, 0.3], [0.9, 1.1]],
                   [[0.3, -0.6], [0.5, 0.4], [-0.4, 0.5]]])
step = 1e-3
centre = determinant(radii_of(sample))[0]
laplacian = np.zeros(2)
for electron in range(2):
    for axis_index in range(3):
        shift = np.zeros_like(sample)
        shift[electron, axis_index] = step
        laplacian += (determinant(radii_of(sample + shift))[0] - 2 * centre
                      + determinant(radii_of(sample - shift))[0]) / step**2
separation = np.linalg.norm(sample[0] - sample[1], axis=0)
from_definition = (-0.5 * laplacian / centre - (2 / radii_of(sample)).sum(axis=0)
                   + 1 / separation)
assert np.allclose(from_definition, local_energy(sample), atol=2e-4)

# ---- Fixed-node diffusion Monte Carlo in the pocket r1 > r2 ----
WALKERS, TAU, WARMUP, STEPS, BLOCKS = 2000, 0.01, 1500, 7500, 15


def guide_data(position):
    r = radii_of(position)
    value, slopes = determinant(r)
    drift = position * (slopes / (value * r))[:, None, :]
    speed2 = (drift**2).sum(axis=1)
    drift *= (2 / (1 + np.sqrt(1 + 2 * speed2 * TAU)))[:, None, :]
    return value, drift, local_energy(position)


start = np.array([rng.gamma(5, 1 / 1.6, WALKERS), rng.gamma(3, 0.25, WALKERS)])
start = np.sort(start, axis=0)[::-1]
walkers = np.array([start[e] * random_directions(WALKERS).T for e in range(2)])
value, drift, energy = guide_data(walkers)
branch = np.ones(WALKERS)
history, accepted_share = [], []
for move in range(WARMUP + STEPS):
    noise = np.sqrt(TAU) * rng.standard_normal(walkers.shape)
    trial = walkers + TAU * drift + noise
    new_value, new_drift, new_energy = guide_data(trial)
    backward = walkers - trial - TAU * new_drift
    noise2 = (noise**2).sum(axis=(0, 1))
    exponent = (noise2 - (backward**2).sum(axis=(0, 1))) / (2 * TAU)
    chance = (new_value / value)**2 * np.exp(np.minimum(exponent, 50))
    accept = (new_value > 0) & (rng.random(WALKERS) < chance)
    old_energy = energy
    walkers = np.where(accept, trial, walkers)
    drift = np.where(accept, new_drift, drift)
    value = np.where(accept, new_value, value)
    energy = np.where(accept, new_energy, energy)
    # rejected moves do not diffuse, so the branching time is shortened alike
    tau_effective = TAU * np.sum(noise2 * accept) / np.sum(noise2)
    branch *= np.exp(-tau_effective * (old_energy + energy) / 2)
    if move >= WARMUP:
        history.append(branch @ energy / branch.sum())
        accepted_share.append(accept.mean())
    if move % 10 == 9:  # resample to equal weights at fixed population
        comb = (rng.random() + np.arange(WALKERS)) / WALKERS * branch.sum()
        chosen = np.minimum(np.searchsorted(np.cumsum(branch), comb), WALKERS - 1)
        walkers, drift = walkers[:, :, chosen], drift[:, :, chosen]
        value, energy = value[chosen], energy[chosen]
        branch = np.ones(WALKERS)

block_means = np.array(history).reshape(BLOCKS, -1).mean(axis=1)
dmc_energy = block_means.mean()
dmc_error = block_means.std(ddof=1) / np.sqrt(BLOCKS)
print(f"DMC walkers {WALKERS}, time step {TAU} 1/hartree")
print(f"DMC warm-up steps {WARMUP}, measured steps {STEPS}, blocks {BLOCKS}")
print(f"DMC acceptance: {np.mean(accepted_share):.4f}")
print(f"Guide variational energy: {guide_energy:.4f} hartree")
print(f"Fixed-node DMC energy: {dmc_energy:.4f} hartree")
print(f"DMC statistical error (one sigma): {dmc_error:.4f} hartree")
print(f"DMC minus deterministic: {dmc_energy - exact_energy:.4f} hartree")
assert dmc_error < 0.005
# four standard errors plus 0.003 hartree for the finite time step
assert abs(dmc_energy - exact_energy) < 4 * dmc_error + 0.003
assert guide_energy - dmc_energy > 0.03

print("done: every assertion held")
```

Printed output:

```
CI in Gaussian orbitals: s, p, d shells = 11 4 2
ratio = max|Psi|(r1=r2) / max|Psi|(r2 halved)
strength -1.0: E(3S) = -2.9207 hartree, ratio S 6e-14, P 0.79
strength  0.5: E(3S) = -2.3240 hartree, ratio S 2e-13, P 0.80
strength  1.0: E(3S) = -2.1749 hartree, ratio S 9e-14, P 0.93
strength  1.5: E(3S) = -2.0581 hartree, ratio S 7e-14, P 0.73
Correlated bases, functions in each: 84
strength -1.0: antisymmetric -2.92150, pocket -2.92144 hartree
strength  0.0: antisymmetric -2.50000, pocket -2.50000 hartree
strength  0.5: antisymmetric -2.32429, pocket -2.32429 hartree
strength  1.0: antisymmetric -2.17523, pocket -2.17523 hartree
Helium 1s2s triplet S, smaller basis: -2.175229 hartree
Helium 1s2s triplet S, full basis: -2.175229 hartree
  the same in eV: -59.191 eV
1s3s triplet S in the same basis: -2.0670 hartree
Minority-sign share in pocket, 1s2s: 0.0e+00
Minority-sign share in pocket, 1s3s: 0.108
DMC walkers 2000, time step 0.01 1/hartree
DMC warm-up steps 1500, measured steps 7500, blocks 15
DMC acceptance: 0.9914
Guide variational energy: -2.1241 hartree
Fixed-node DMC energy: -2.1765 hartree
DMC statistical error (one sigma): 0.0006 hartree
DMC minus deterministic: -0.0013 hartree
done: every assertion held
```
